# Extinction Lengths of Silicon for X-rays, Neutrons and Electrons

A perfect silicon plate is set so that its (220) planes diffract, first in a beam of 8 keV X-rays, then in one of 25 meV neutrons, then in one of 200 keV electrons. The simplest theory of the diffracted beam, the kinematic one, lets every atom see the undisturbed incident wave and adds the scattered waves. At exact Bragg incidence its diffracted amplitude grows in proportion to the thickness, so at some thickness it predicts more diffracted than incident intensity. Before that thickness is reached the theory has already become inaccurate, because the diffracted wave is itself scattered and the incident wave is depleted. What thickness sets this limit for each probe?

## A back-of-envelope answer

Describe each atom by a scattering length $b>0$: a unit plane wave produces a spherical wave of magnitude $b/R$ at distance $R$. Consider a thin sheet with $\nu$ atoms per unit area, hit at normal incidence. At a distance $z$ behind it, the spherical waves from rings of radius $\rho$ add up to

$$\nu b\int_0^\infty \frac{e^{ikR}}{R}\,2\pi\rho\,d\rho,\qquad R^2=\rho^2+z^2 .$$

Since $\rho\,d\rho=R\,dR$, this is

$$2\pi\nu b\int_z^\infty e^{ikR}dR=\frac{2\pi i}{k}\,\nu b\,e^{ikz}=i\lambda\nu b\,e^{ikz}.$$

The contribution at infinity is removed by a vanishingly small absorption, and $k=2\pi/\lambda$. A layer of thickness $dz$ in a crystal with $n$ atoms per unit volume has $\nu=n\,dz$, so it scatters an amplitude $\lambda nb\,dz$. If all layers add in phase, as they do at a Bragg reflection, the scattered amplitude reaches that of the incident wave at

$$\Lambda\sim\frac{1}{\lambda n b}.$$

The cubic cell of silicon holds eight atoms. With a lattice parameter $a=5.4$ Å, a rough measured value, its volume is $\Omega=157.5$ Å$^3$, so $n=8/157.5=0.051$ Å$^{-3}$.

- **X-rays.** Each of the 14 electrons scatters with the classical electron radius $r_e=2.82$ fm, so $b\sim 14r_e=39.5$ fm. With $\lambda=1.55$ Å, $\Lambda\sim3$ µm.
- **Neutrons.** The nucleus gives a measured $b$ of roughly 4.1 fm. With $\lambda=1.81$ Å, $\Lambda\sim 27$ µm.
- **Electrons.** Coulomb scattering is governed by the Bohr radius, so $b$ should be of atomic size, say 2 Å. With $\lambda=0.025$ Å, $\Lambda\sim40$ nm.

These are micrometres, tens of micrometres and tens of nanometres. The estimate leaves open the angle dependence of $b$, the oblique directions of the beams and what happens when the amplitude is no longer small.

## One wave equation for three probes

All three probes can be described by

$$\nabla^2\psi+k^2\psi=U(\mathbf r)\psi. \tag{1}$$

The scattering length of an atom at wavevector transfer $\mathbf q$ is defined, to first order in $U$, by

$$s\,b(q)=\frac1{4\pi}\int U_{\rm atom}(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r,\qquad s=\pm1. \tag{2}$$

This agrees with the earlier meaning of $b$. Because $(\nabla^2+k^2)(e^{ikR}/R)=-4\pi\delta(\mathbf R)$, a source $4\pi s b\,\delta(\mathbf R)$ on the right of (1) radiates $-s\,b\,e^{ikR}/R$. The sign $s$ is $+1$ for a repulsive $U$ and $-1$ for an attractive one.

**Neutrons.** The nucleus is tiny compared with $\lambda$, so $U_{\rm atom}=4\pi b\,\delta(\mathbf r)$, $s=+1$, and $b$ does not depend on $q$.

**X-rays.** Treat the electrons as free, which requires a photon energy well above their binding energies; the dispersion corrections to this are left out. An electron in a field $E$ of angular frequency $\omega$ obeys $-m\omega^2x=-eE$, so $x=eE/(m\omega^2)$. With electron density $\rho$ the polarization is $P=-e\rho x=-\rho e^2E/(m\omega^2)$. The squared refractive index is $1+P/(\varepsilon_0E)$, and therefore

$$k^2\to k^2-\frac{\omega^2}{c^2}\frac{\rho e^2}{\varepsilon_0m\omega^2}=k^2-4\pi r_e\rho,\qquad r_e=\frac{e^2}{4\pi\varepsilon_0mc^2}.$$

Thus $U=4\pi r_e\rho$ and $s=+1$. The scalar equation applies when $E$ is normal to the scattering plane, which is assumed here. Equation (2) gives

$$b_X(q)=r_ef(q),\qquad f(q)=\int\rho(r)\frac{\sin qr}{qr}\,d^3r, \tag{3}$$

where $\sin(qr)/(qr)$ is the average of $e^{-i\mathbf q\cdot\mathbf r}$ over directions, used with a spherically averaged atom.

**Electrons.** For a potential energy $W$, the relativistic energy relation without spin is $(\gamma mc^2-W)^2=m^2c^4+\hbar^2c^2k_{\rm loc}^2$, where $\gamma mc^2$ is the total energy of the free electron. Expanding the square and dropping $W^2$, which is small because $|W|\ll 2\gamma mc^2$ over nearly all of the atom, gives

$$k_{\rm loc}^2=k^2-\frac{2\gamma m}{\hbar^2}W,\qquad U=\frac{2\gamma m}{\hbar^2}W .$$

The atom attracts the electron, so $s=-1$. Let $W=-e\phi$. Poisson's equation for the nucleus and its electrons is $\nabla^2\phi=-(e/\varepsilon_0)[Z\delta(\mathbf r)-\rho]$. Its Fourier transform is $q^2\tilde\phi=(e/\varepsilon_0)(Z-f)$, hence $\tilde W=-e^2(Z-f)/(\varepsilon_0q^2)$. Equation (2) then gives

$$b_e(q)=\frac{1}{4\pi}\,\frac{2\gamma m}{\hbar^2}\,\frac{e^2(Z-f)}{\varepsilon_0q^2}=\frac{2\gamma\,[Z-f(q)]}{a_0q^2}, \tag{4}$$

because $me^2/(\varepsilon_0\hbar^2)=4\pi/a_0$.

This is the first Born approximation. As a description of scattering by a single atom it needs a small phase change across that atom. The local wavenumber changes by $-U/(2k)=-W/(\hbar v)$, since $\hbar k=\gamma mv$. An electron passing the nucleus at distance $r$ feels $|W|\sim Ze^2/(4\pi\varepsilon_0 r)$ over a path of order $r$, so the phase change is of order $Ze^2/(4\pi\varepsilon_0\hbar v)=Z\alpha c/v$, up to a factor that grows logarithmically towards small $r$ and falls off where the atom's electrons screen the nucleus, with $\alpha$ the fine-structure constant. At 200 keV, $\gamma=1.391$ and $v/c=\sqrt{1-\gamma^{-2}}=0.695$, so $Z\alpha c/v=14/(137\times0.695)\approx0.15$. The phase change is thus small except for passages very close to the nucleus, which cover only a small part of the atom's cross-section.

## Scattering lengths at the 220 reflection

The reciprocal-lattice vector has length $G=2\pi\sqrt{2^2+2^2}/a=3.291$ Å$^{-1}$, and the plane spacing is $d=2\pi/G=1.909$ Å. An unrestricted Hartree-Fock calculation of the free silicon atom in the cc-pVTZ basis gives $f(G)=8.69$. It leaves out electron correlation and the redistribution of charge in the bonds of the crystal. Equations (3) and (4) give

$$b_X=8.69\times2.818\ \text{fm}=24.5\ \text{fm},$$

$$b_e=\frac{2\times1.391\times(14-8.69)}{0.529\times(3.291)^2}\ \text{Å}=2.58\ \text{Å}.$$

The numerical check also integrates the electrostatic potential of the same atom directly, without Poisson's equation in Fourier space, and finds 2.581 Å.

The electron scattering length is about ten thousand times that of the X-rays. The origin of this factor appears on dividing (4) by (3) and using $r_e=\alpha^2a_0$, which follows from $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$ and the definitions of $r_e$ and $a_0$:

$$\frac{b_e}{b_X}=\frac1{\alpha^2}\,\frac{2\gamma(Z-f)}{f\,(a_0G)^2}. \tag{5}$$

Here $1/\alpha^2=18779$ and $a_0G=1.742$, so the second factor is 0.56 and the ratio is about $1.05\times10^4$. X-rays shake an electron whose inertia limits the response, which brings in $r_e$; a fast electron feels the static Coulomb field, which brings in $a_0$.

## Two coupled beams

In the crystal, $U=\sum_{\mathbf G}U_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Averaging over one cell and using (2) gives

$$U_{\mathbf G}=\frac{4\pi s}{\Omega}F,\qquad F=\sum_j b_j(G)\,e^{-i\mathbf G\cdot\mathbf r_j}. \tag{6}$$

Silicon has atoms at the four face-centred positions $(0,0,0)$, $(0,\tfrac12,\tfrac12)$, $(\tfrac12,0,\tfrac12)$, $(\tfrac12,\tfrac12,0)$, and four more shifted from these by $(\tfrac14,\tfrac14,\tfrac14)$. For 220 the first four phases are $0,2\pi,2\pi,4\pi$, and the shift adds $2\pi(\tfrac12+\tfrac12)=2\pi$. All eight atoms scatter in phase and $F=8b$.

Let the plate have its surface normal along $z$ and the vector $\mathbf G$ along $x$, in the surface. This is the symmetric Laue geometry, in which the diffracted beam leaves through the back face. At exact Bragg incidence the two beams have transverse wavenumbers $\mp G/2$, with $k\sin\theta=G/2$, and the same $k_z=k\cos\theta$. Write

$$\psi=e^{ik_zz}\left[\psi_0(z)e^{-iGx/2}+\psi_g(z)e^{iGx/2}\right].$$

Insert this into (1) and collect the terms in $e^{iGx/2}$. The left side is

$$\psi_g''+2ik_z\psi_g'+\left(k^2-k_z^2-\tfrac14G^2\right)\psi_g,$$

and the bracket vanishes by the Bragg condition. The right side is $U_0\psi_g+U_G\psi_0$. The mean potential $U_0$ acts equally on both beams, so it is absorbed into a slightly changed $k_z$. The amplitudes vary over a length $\Lambda$, so $\psi_g''$ is smaller than $2k_z\psi_g'$ by about $1/(2k_z\Lambda)$. This is below $10^{-5}$ for all three probes with the lengths found below, and $\psi_g''$ is dropped. Then

$$\psi_g'=-\frac{iU_G}{2k_z}\psi_0=-is\,\frac{4\pi F}{2\Omega k\cos\theta}\psi_0=-\frac{is}{\Lambda}\psi_0,$$

$$\boxed{\Lambda=\frac{\Omega\cos\theta}{\lambda|F|}} \tag{7}$$

where $2\pi/k=\lambda$ was used. Since $U_{-G}=U_G$ for this reflection, the other beam obeys $\psi_0'=-(is/\Lambda)\psi_g$. With $F=8b$ and $n=8/\Omega$, equation (7) is the envelope estimate multiplied by $\cos\theta$: an oblique beam has a longer path through each layer.

The kinematic approximation holds $\psi_0=1$. Then $\psi_g=-ist/\Lambda$ at thickness $t$, and the diffracted intensity is $I_{\rm kin}=(t/\Lambda)^2$. The full pair of equations, with $\psi_0(0)=1$ and $\psi_g(0)=0$, has the solution

$$\psi_0=\cos\frac z\Lambda,\qquad \psi_g=-is\sin\frac z\Lambda,\qquad I_g=\sin^2\frac t\Lambda. \tag{8}$$

Substitution confirms it: $-(is/\Lambda)\psi_g=(is)^2\sin(z/\Lambda)/\Lambda=-\sin(z/\Lambda)/\Lambda=\psi_0'$. The two intensities add to one. They are also the shares of the energy or particle flux through the plate, because both beams have the same $k_z$.

The sign $s$ has dropped out of the intensity, so attraction and repulsion give the same result with two beams. The intensity repeats after $\xi=\pi\Lambda$. Here the name extinction length is used for $\Lambda$, not $\xi$: the length at which the kinematic amplitude would reach one.

## How thick may the crystal be?

For small $x=t/\Lambda$, $\sin^2x=x^2-x^4/3+\dots$, so

$$\frac{I_{\rm kin}}{I_g}=\frac{x^2}{\sin^2x}=1+\frac{x^2}{3}+\dots$$

A kinematic intensity 10 percent above the two-beam value therefore needs $x\approx\sqrt{0.3}=0.55$. The numerical root of $x^2/\sin^2x=1.1$ is $x=0.532$, where the kinematic intensity is 0.283 and the two-beam intensity 0.257. The limit is thus about half of $\Lambda$, or one sixth of $\xi$.

This criterion is for exact Bragg incidence. Away from it, the waves from successive layers slip in phase by $\kappa\,dz$, where $\kappa$ is the mismatch in $k_z$ between the two beams. The kinematic amplitude becomes

$$\frac1\Lambda\left|\int_0^te^{i\kappa z}dz\right|=\frac{2}{|\kappa|\Lambda}\left|\sin\frac{\kappa t}{2}\right|\le\frac{2}{|\kappa|\Lambda}. \tag{9}$$

When $|\kappa|\Lambda\gg2$ this stays small at any thickness, so a weak, off-Bragg beam by itself does not deplete the incident one much.

## The three probes compared

For X-rays, $\sin\theta=\lambda/(2d)=0.406$, so $\theta=23.9^\circ$ and $\cos\theta=0.914$. With $|F|=8\times24.5$ fm $=1.96\times10^{-3}$ Å,

$$\Lambda_X=\frac{157.5\times0.914}{1.550\times1.96\times10^{-3}}\ \text{Å}=4.7\times10^4\ \text{Å}=4.7\ \text{µm}.$$

For neutrons, $\theta=28.3^\circ$, $\cos\theta=0.881$ and $|F|=32.8$ fm $=3.28\times10^{-4}$ Å:

$$\Lambda_n=\frac{157.5\times0.881}{1.809\times3.28\times10^{-4}}\ \text{Å}=2.3\times10^5\ \text{Å}=23\ \text{µm}.$$

For electrons, $\theta=0.38^\circ$, $\cos\theta\approx1$ and $|F|=20.6$ Å:

$$\Lambda_e=\frac{157.5}{0.02508\times20.6}\ \text{Å}=3.0\times10^2\ \text{Å}=30\ \text{nm}.$$

| Probe | $b$ | $\Lambda$ | $\xi=\pi\Lambda$ | $0.532\,\Lambda$ |
|---|---|---|---|---|
| X-ray | 24.5 fm | 4.7 µm | 15 µm | 2.5 µm |
| neutron | 4.1 fm | 23 µm | 73 µm | 12 µm |
| electron | 2.6 Å | 30 nm | 96 nm | 16 nm |

What counts is the product $\lambda b$. The electron scattering length exceeds that of the X-rays by $1.05\times10^4$, but the wavelength is 61.8 times shorter. The quotient is 171, and the factor $\cos\theta=0.914$ of the X-rays reduces it to the ratio $\Lambda_X/\Lambda_e=156$. Between neutrons and X-rays the wavelengths are similar, and the ratio $\Lambda_n/\Lambda_X=4.9$ comes mainly from $b_X/b_n=6.0$.

The 111 reflection, the one other case computed, gives the same orders of magnitude; this need not hold where the phase sum vanishes, as for 200, or at large $q$. For 111 the four face-centred atoms are in phase and the shifted four differ from them by $2\pi\times\tfrac34$, so $|F|=4|1+i|b=5.66\,b$. The computed lengths are 5.9 µm, 36 µm and 25 nm. All these lengths use $a=5.4$ Å; with $a=5.431$ Å the X-ray and electron values grow by 1 to 2 percent, for example to 4.8 µm and 31 nm for 220. The smaller phase sum lengthens $\Lambda$ for X-rays and neutrons. For electrons the growth of $b_e$ towards small $q$ more than makes up for it.

## Are two beams enough?

The potential also couples the two beams to further orders. Within the row of multiples of $\mathbf G$, the only ones treated here, the nearest are those having transverse wavenumbers $\pm3G/2=\pm4.94$ Å$^{-1}$. For X-rays $k=4.05$ Å$^{-1}$ and for neutrons $k=3.47$ Å$^{-1}$. Both are smaller, so these orders cannot propagate. Diagonalizing the wave equation for a row of eight orders leaves $\Lambda$ unchanged to the digits given.

For electrons $k=250$ Å$^{-1}$ and the extra orders do propagate. Their mismatch is

$$\kappa\approx\frac{(9/4-1/4)G^2}{2k}=\frac{G^2}{k}=0.043\ \text{Å}^{-1},$$

so $\kappa\Lambda_e\approx13$. By (9) the amplitude reaching such an order through one $U_G$ coupling can be about $2/13=0.15$, which is not negligible.

The direction of the correction follows from perturbation theory. Equation (1) gives $k_z^2=k^2-\epsilon$, where $\epsilon$ is an eigenvalue of $-\partial_x^2+U$. Let $U_G=-u$ and $U_{2G}=-w$, with $u,w>0$ for electrons. The orders $\pm G/2$ form an even and an odd combination with $\epsilon=G^2/4\mp u$. They couple to the even and odd combinations of $\pm3G/2$ with strengths $-(u+w)$ and $-(u-w)$. These lie higher by about $2G^2$, so second-order perturbation theory lowers the two eigenvalues by $(u+w)^2/(2G^2)$ and $(u-w)^2/(2G^2)$. The splitting grows from $2u$ to

$$2u+\frac{(u+w)^2-(u-w)^2}{2G^2}=2u\left(1+\frac{w}{G^2}\right).$$

The splitting in $k_z$ is that in $\epsilon$ divided by $2k_z$. With two beams it is $u/k_z=2/\Lambda$, so a larger splitting means a shorter $\Lambda$. Here $w/G^2=0.057$, so this estimate gives 28.8 nm instead of 30.4 nm. The diagonalization gives 28.7 nm, a reduction of 5.5 percent, and this value does not change when more orders of the row are included.

At the thickness of 16 nm the many-beam intensity is 0.279, close to the kinematic 0.283 and above the two-beam 0.257. This does not show that single scattering is accurate there. It omits both the depletion of the incident beam, which lowers the intensity, and the indirect paths through other orders, which here raise it; the two errors nearly cancel at this thickness. For electrons, 16 nm is therefore a scale for the onset of multiple scattering and not a guaranteed accuracy of 10 percent. Reflections outside the row, also left out, can change the result with the crystal's orientation.

Thermal motion, omitted here, reduces the coherent $b$ and lengthens $\Lambda$. Absorption is a separate limit on thickness. If a crystal consists of slightly misaligned blocks whose waves do not add coherently, the $t$ to compare with $\Lambda$ is the thickness of one block. The loss of intensity from block to block must then be small as well. In symmetric Laue geometry a silicon block one micrometre thick is thus well within the kinematic range for neutrons, within it for X-rays, and far outside it for 200 keV electrons at a strong reflection. The geometry matters. When the planes are parallel to the surface and the diffracted beam leaves through the front face, $\cos\theta$ in (7) is replaced by $\sin\theta$. The X-ray lengths then shrink to 2.1 µm for 220 and 1.5 µm for 111, and at one micrometre the kinematic intensity is about 15 and 30 percent too high.

## Numbers as computed

```
lattice parameter (rough input) = 5.4 angstrom
cell volume = 157.5 angstrom^3
220 spacing d = 1.909 angstrom
220 wavevector G = 3.291 1/angstrom
a0 G (220) = 1.742
220 phase sum over cell = 8.000
UHF/cc-pVTZ form factor f(0) = 14.0000
UHF/cc-pVTZ form factor f(220) = 8.685
classical electron radius = 2.8179 fm
Bohr radius = 0.5292 angstrom
1/alpha^2 = 18779
electron gamma at 200 keV = 1.3914
X-ray forward scattering length = 39.5 fm
electron b(220), Born integral = 2.581 angstrom
electron b(220), from f = 2.580 angstrom
b ratio electron/X-ray (220) = 10543
b ratio X-ray/neutron (220) = 5.97
10 percent thickness: t/Lambda = 0.532
kinematic intensity there = 0.283
two-beam intensity there = 0.257
X-ray: wavelength = 1.54980 angstrom
X-ray: Bragg angle 220 = 23.946 degree
X-ray: b(220) = 24.47 fm, |F| = 195.8 fm
X-ray: Lambda 220 = 4.74 um
X-ray: period pi*Lambda 220 = 14.9 um
X-ray: 10 percent thickness = 2.52 um
X-ray: many-beam Lambda 220 = 4.74 um
X-ray: many-beam intensity at that thickness = 0.257
X-ray: Lambda 111 = 5.87 um
neutron: wavelength = 1.80891 angstrom
neutron: Bragg angle 220 = 28.277 degree
neutron: b(220) = 4.1 fm, |F| = 32.8 fm
neutron: Lambda 220 = 23.37 um
neutron: period pi*Lambda 220 = 73.4 um
neutron: 10 percent thickness = 12.44 um
neutron: many-beam Lambda 220 = 23.37 um
neutron: many-beam intensity at that thickness = 0.257
neutron: Lambda 111 = 35.92 um
electron: wavelength = 0.02508 angstrom
electron: Bragg angle 220 = 0.376 degree
electron: b(220) = 2.58e+05 fm, |F| = 2.064e+06 fm
electron: Lambda 220 = 30.41 nm
electron: period pi*Lambda 220 = 95.5 nm
electron: 10 percent thickness = 16.19 nm
electron: many-beam Lambda 220 = 28.75 nm
electron: many-beam intensity at that thickness = 0.279
electron: Lambda 111 = 24.67 nm
Lambda ratio neutron/X-ray = 4.93
Lambda ratio X-ray/electron = 156
wavelength ratio X-ray/electron = 61.8
```
